\section*{Half-Quantised Hall Conductivity of a Massive Dirac Valley from Spectral Asymmetry, part 2}

A gapped Dirac valley has half a quantum of Hall conductivity. This was proved from its Landau levels with a symmetric cutoff. What follows treats other cutoffs, the zero-field response, a lattice model, temperature and a real layer.

Equations are in SI form. The electron charge is $-e$ with $e>0$, the layer lies in the $xy$ plane, and the field $B$ along $z$ has either sign. For one valley and one spin,
\begin{equation}
H=v(\tau\sigma_x\pi_x+\sigma_y\pi_y)+\Delta\sigma_z,\qquad \boldsymbol\pi=\mathbf p+e\mathbf A .
\label{eq:H}
\end{equation}
Here $\tau=\pm1$ names the valley, $v>0$ is the speed, $\sigma_i$ are Pauli matrices for the two orbitals of the cell, and $\Delta\neq0$ is a mass of either sign. The gap at $B=0$ is $2|\Delta|$. The Hall conductivity is defined by $j_x=\sigma_{xy}E_y$, $\mu$ is the chemical potential, and $l_B=\sqrt{\hbar/e|B|}$.

The Landau levels are
\begin{equation}
E_{n,\pm}=\pm\sqrt{\Delta^2+n\varepsilon^2},\quad n=1,2,\dots,\qquad
\varepsilon^2=2\hbar v^2e|B|,
\label{eq:levels}
\end{equation}
together with the single level
\begin{equation}
E_0=-\tau\operatorname{sgn}(B)\,\Delta .
\label{eq:E0}
\end{equation}
Write $E_n=E_{n,+}$. Each level holds $D=e|B|/h$ states per area. Diagonalisation on a position grid confirmed these levels.

The symmetric density is
\begin{equation}
n=-\frac{D}{2}\lim_{\Lambda\to\infty}\sum_{E}\operatorname{sgn}(E-\mu)\,F(E/\Lambda),
\label{eq:ndef}
\end{equation}
where $F(x)=g(x^2)$ is a smooth cutoff with $g(0)=1$, and $g$ and its derivatives fall faster than any power. A filled state counts $+\tfrac12$, an empty one $-\tfrac12$.

\emph{Lemma 1 (Streda).} For a state that stays gapped while $B$ changes slowly, with no diagonal conductivity and $\rho=-en$,
\begin{equation}
\sigma_{xy}=\left(\frac{\partial\rho}{\partial B}\right)_\mu=-e\left(\frac{\partial n}{\partial B}\right)_\mu .
\label{eq:streda}
\end{equation}

\emph{Lemma 3.} For $|\mu|<|\Delta|$ the paired levels cancel, and
\begin{equation}
n=-\frac{D}{2}\operatorname{sgn}(E_0).
\label{eq:asym}
\end{equation}

\emph{Theorem.} For a clean, non-interacting valley at zero temperature with $|\mu|<|\Delta|$, whose regularised charge and current obey continuity,
\begin{equation}
n=\frac{\tau}{2}\operatorname{sgn}(\Delta)\frac{eB}{h},\qquad
\sigma_{xy}=-\frac{\tau}{2}\operatorname{sgn}(\Delta)\frac{e^2}{h}.
\label{eq:theorem}
\end{equation}

\subsection*{Lemma 4: other smooth energy cutoffs give the same slope}

In Lemma 3 the pairs cancel term by term, which may suggest that the half was put in by hand. It also follows from counting filled states alone.

\emph{Let $n_{\rm sea}=D\sum_{E<\mu}F(E/\Lambda)$ with $\mu$ in the gap. As $\Lambda\to\infty$, $n_{\rm sea}(B)-n_{\rm sea}(0)$ tends to $-\tfrac12D\operatorname{sgn}(E_0)$.}

\emph{Proof.} Write $G(w)=g\big((\Delta^2+w)/\Lambda^2\big)$ and let $\theta_0$ be 1 if $E_0<\mu$ and 0 otherwise. Then
\begin{equation}
n_{\rm sea}=D\Big[\sum_{n\ge1}G(n\varepsilon^2)+\theta_0G(0)\Big].
\end{equation}
The sum is compared with an integral by the trapezium rule. On an interval from $a$ to $b$, two integrations by parts give
\begin{equation}
\frac{b-a}{2}[G(a)+G(b)]-\int_a^bG\,dw=\frac12\int_a^b(w-a)(b-w)G''\,dw .
\end{equation}
The product $(w-a)(b-w)$ is at most $(b-a)^2/4$. Adding all intervals of length $\varepsilon^2$,
\begin{equation}
\varepsilon^2\sum_{n\ge1}G(n\varepsilon^2)=\int_0^\infty G\,dw-\frac{\varepsilon^2}{2}G(0)+R,\quad
|R|\le\frac{\varepsilon^4}{8}\int_0^\infty|G''|\,dw .
\end{equation}
With $u=(\Delta^2+w)/\Lambda^2$, $G''=g''(u)/\Lambda^4$ and $dw=\Lambda^2du$. The bound on $R$ thus falls as $1/\Lambda^2$. From $e|B|=\varepsilon^2/(2\hbar v^2)$ one has $D=\varepsilon^2/(4\pi\hbar^2v^2)$, and therefore
\begin{equation}
n_{\rm sea}=\frac{1}{4\pi\hbar^2v^2}\left[\int_0^\infty G\,dw+R\right]+D\left(\theta_0-\tfrac12\right)G(0).
\end{equation}
The integral is the density of the sea at $B=0$. It grows with $\Lambda$ but does not contain $B$. In the limit $R\to0$ and $G(0)\to1$. Since $\theta_0-\tfrac12=-\tfrac12\operatorname{sgn}(E_0)$ for $\mu$ in the gap, the lemma follows. $\square$

The $-\tfrac12$ has a plain origin. In the sum over $n\geq1$ each level stands for a strip of width $\varepsilon^2$ in $E^2$, centred on the level. The strips begin at $\varepsilon^2/2$ above the band edge, so half a level is missing there. The unpaired level, when filled, more than makes up for it.

For a Gaussian cutoff at $\Lambda=100|\Delta|$, with $\mu=0.4|\Delta|$ and $\varepsilon^2/\Delta^2$ changed from 0.4 to 0.6, the explicit sum gives the slopes $+0.5000\,e/h$ for $E_0=-|\Delta|$ and $-0.4999\,e/h$ for $E_0=+|\Delta|$. In the same setting, the symmetric density with its cutoff centred at $\mu$ instead of zero gave $\pm\tfrac12e/h$ to within $10^{-3}e/h$. Moving the centre adds a density that depends on $\Lambda$ and $\mu$ but, in the limit, not on $B$.

A cutoff that keeps a fixed number $N$ of the filled levels $-E_n$ behaves differently. It gives $n=D(N+\theta_0)$, whose slope depends on $N$, because the energy of the last level kept moves with the field.

\subsection*{Lemma 5: the same half at zero field}

\emph{At $B=0$ the filled valence band has $\sigma_{xy}=-\tfrac{\tau}{2}\operatorname{sgn}(\Delta)\,e^2/h$. The fraction from wavenumbers beyond $k$ is $|\Delta|/E_k$, with $E_k=\sqrt{\Delta^2+\hbar^2v^2k^2}$.}

\emph{Proof.} A weak field $E_y$ moves the wavevector at the rate $\dot k_y=-eE_y/\hbar$. Let $|-\rangle$ and $|+\rangle$ be the band states at energies $\mp E_k$, and write the driven state as $|-\rangle+c|+\rangle$. To first order, the Schr\"odinger equation projected on $|+\rangle$ reads $i\hbar\dot k_y\langle+|\partial_{k_y}-\rangle-E_kc=E_kc$. Perturbation theory gives $\langle+|\partial_{k_y}-\rangle=-\langle+|\partial_{k_y}H|-\rangle/(2E_k)$, so
\begin{equation}
c=\frac{i\hbar\dot k_y}{2E_k}\langle+|\partial_{k_y}-\rangle
=\frac{ieE_y}{4E_k^2}\langle+|\partial_{k_y}H|-\rangle .
\end{equation}
The velocity along $x$ acquires the term $(2/\hbar)\,\mathrm{Re}[\langle-|\partial_{k_x}H|+\rangle c]$. With $X=\langle-|\partial_{k_x}H|+\rangle\langle+|\partial_{k_y}H|-\rangle$ and $\mathrm{Re}(iX)=-\mathrm{Im}X$, this is
\begin{equation}
\delta v_x=\frac{eE_y}{\hbar}\,\Omega,\qquad \Omega=-\frac{2\,\mathrm{Im}X}{4E_k^2}.
\end{equation}
$\Omega$ is the Berry curvature of the valence band. By isotropy it can be found at $k_y=0$, where $\partial_{k_x}H=\tau\hbar v\sigma_x$ and $\partial_{k_y}H=\hbar v\sigma_y$. The band projectors are $P_\pm=\tfrac12(1\pm s_x\sigma_x\pm s_z\sigma_z)$, with $s_z=\Delta/E_k$. In $\mathrm{Tr}[P_-\sigma_xP_+\sigma_y]$ the surviving terms contain one factor $s_z$:
\begin{equation}
\frac{s_z}{4}\mathrm{Tr}[\sigma_x\sigma_z\sigma_y-\sigma_z\sigma_x\sigma_y]=\frac{s_z}{4}(-2i-2i)=-is_z .
\end{equation}
Hence $X=-i\tau\hbar^2v^2\Delta/E_k$ and $\Omega=\tau\hbar^2v^2\Delta/(2E_k^3)$. The current density is $-e$ times the sum of $\delta v_x$ over filled states:
\begin{equation}
\sigma_{xy}=-\frac{e^2}{\hbar}\int\frac{d^2k}{(2\pi)^2}\,\Omega=-\frac{e^2}{h}\int k\,\Omega\,dk .
\end{equation}
From $E\,dE=\hbar^2v^2k\,dk$, the part beyond $k$ is
\begin{equation}
\int_k^\infty k'\Omega\,dk'=\frac{\tau\Delta}{2}\int_{E_k}^\infty\frac{dE}{E^2}=\frac{\tau\Delta}{2E_k}.
\label{eq:tail}
\end{equation}
At $k=0$ it equals $\tfrac{\tau}{2}\operatorname{sgn}(\Delta)$, and the ratio of the two is $|\Delta|/E_k$. $\square$

The conduction band has the opposite curvature, because exchanging the bands turns $X$ into its complex conjugate. If it is filled up to $k$, the two bands cancel there, and the same fraction $|\Delta|/E_k$ of the half remains.

\subsection*{Where the other half is}

A complete band on a lattice, separated by gaps from the others, has an integer Hall conductivity in units of $e^2/h$. A model with several Dirac points shows how their halves add up to an integer. Take
\begin{equation}
H=\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+(M+2-\cos k_x-\cos k_y)\sigma_z ,
\end{equation}
with wavenumbers in inverse cell lengths and energies in units of the hopping scale. Near $(0,0)$ this is a valley with $\tau=+1$ and mass $M$. Near $(\pi,0)$ and $(0,\pi)$ one sine changes sign, so $\tau=-1$, with mass $M+2$. Near $(\pi,\pi)$ both change sign, so $\tau=+1$, with mass $M+4$. By the theorem the slope $\partial n/\partial B$, in units of $e/h$, should be
\begin{equation}
C=\tfrac12\left[\operatorname{sgn}M-2\operatorname{sgn}(M+2)+\operatorname{sgn}(M+4)\right].
\end{equation}
For large positive $M$ the orbitals are decoupled and the slope is zero, as is $C$. The slope can change when a gap closes, and the step is then that of the Dirac points which close. Thus $C$ holds for every $M$ with an open gap.

For $M=0.5$, $-0.5$ and $-3$ the formula gives $0$, $-1$ and $+1$. Diagonalisation with one flux quantum on a strip of 24 cells found $0$, $-1$ and $+1$ extra filled states. The Berry integral $\frac{1}{2\pi}\int\Omega\,d^2k$, computed without a magnetic field, gave the same integers to five decimals. The agreement of the last two tests the Streda relation in this model. A single half is therefore one valley's term in the sum $C$. It is not in general the Berry curvature collected from the part of the zone around that point, because the Dirac form holds only close to each point and the other masses are comparable to the hopping. For $M=-0.5$ the quarter of the zone around $(0,0)$ holds $-0.75$ of the total $-1$, the quarters around $(\pi,0)$ and $(0,\pi)$ hold $-0.15$ each, and the quarter around $(\pi,\pi)$ holds $+0.05$.

\subsection*{Temperature separates the density slope from the zero-field Hall response}

At $\mu=0$ and temperature $T$, a state contributes $f-\tfrac12=-\tfrac12\tanh(E/2k_BT)$ to the symmetric density. The pairs still cancel, so the slope is multiplied by $\tanh(|\Delta|/2k_BT)$. In the Hall response at zero field the two bands have opposite curvature and occupations that differ by $\tanh(E/2k_BT)$. By \eqref{eq:tail} the intrinsic response is multiplied by
\begin{equation}
|\Delta|\int_{|\Delta|}^\infty\frac{dE}{E^2}\tanh\frac{E}{2k_BT}.
\end{equation}
This is an average of the hyperbolic tangent over energies above $|\Delta|$, so it exceeds the first factor. At zero field thermal carriers bring a diagonal conductivity, so Lemma 1 does not apply. The second factor does not describe the steady Hall current of clean Landau levels. The two factors meet when $k_BT\ll|\Delta|$.

\subsection*{Example: graphene aligned on hexagonal boron nitride}

Take $\Delta=25$ meV, $v=10^6$ m/s, $B=1$ T and $T=4$ K. With $\hbar v=0.658$ eV\,nm and $l_B=25.66$ nm,
\begin{equation}
\varepsilon=\frac{\sqrt2\,\hbar v}{l_B}=36.3\ \text{meV},\qquad
E_1=\sqrt{25^2+36.3^2}\ \text{meV}=44.1\ \text{meV}.
\end{equation}
The unpaired level is at $-25$ meV for $\tau=+1$ and at $+25$ meV for $\tau=-1$. A level holds $2.418\times10^{10}$ cm$^{-2}$, so valley $+1$ has $n=1.209\times10^{10}$ cm$^{-2}$ per spin. Dividing by 1 T and multiplying by $-e$ gives $\sigma_{xy}=-19.37\ \mu$S, which is $-\tfrac12e^2/h$. Time reversal links the valleys with equal $\Delta$, so the charge response cancels. The difference between the valleys, summed over two spins, is $-2e^2/h=-77.5\ \mu$S.

These inputs are rough values, and a gap of 50 meV is on the high side for such a layer. With $\Delta=15$ meV the puddle factor below would be 0.79, the share beyond the moir\'e wavenumber 8.8\%, the two factors at 300 K 0.28 and 0.59, and the tunnelling exponent $-107$. The temperature of 4 K is far below the working temperature of an ordinary transistor. One assumption that real samples can break is a chemical potential inside the gap everywhere. Charge puddles of roughly $10^{10}$ cm$^{-2}$, as in a clean sample, fill the four valley and spin copies up to $k=\sqrt{\pi n_p}$, where $n_p$ is the puddle density. At zero field this puts the local Fermi energy at 27.6 meV and leaves $25/27.6=0.91$ of the half in the intrinsic response; scattering at the Fermi surface of the puddle adds side-jump and skew terms that are not computed here. At 1 T the electrons of a puddle would enter the unpaired level of valley $-1$ instead, and this fraction does not apply. The moir\'e pattern, with a period $L$ of roughly 14 nm, rearranges the bands near $k=2\pi/(\sqrt3L)=0.259$ nm$^{-1}$. In the model 14.5\% of the half comes from beyond this wavenumber; how much of it the real minibands keep is not computed here. The half is thus an ideal value for this material, not a measured plateau.

At 4 K both thermal factors are 1.0000. At 300 K, where $k_BT=25.9$ meV, the density slope falls to 0.45 and the intrinsic Hall response at zero field to 0.75 of their cold values. The Zeeman shift of 0.06 meV leaves both spins in the gap. Trigonal warping makes the kinetic energy $\hbar vk$ vary with direction by $\pm0.13\%$ at $k=\Delta/\hbar v$.

A strong driving field $\mathcal E$ lifts electrons across the gap. Without a magnetic field, and for motion straight through the valley centre, continuing the time integral of the gap to the complex time where the gap vanishes gives the probability
\begin{equation}
P=\exp\left[-\frac{4}{\hbar}\int_0^{\Delta/(ve\mathcal E)}\!\sqrt{\Delta^2-(ve\mathcal Es)^2}\,ds\right]
=\exp\left[-\frac{\pi\Delta^2}{\hbar ve\mathcal E}\right].
\end{equation}
Direct time evolution at $\Delta^2/(\hbar ve\mathcal E)=0.36$ gave 0.3227, as does the formula. The field scale $\pi\Delta^2/(e\hbar v)$ is 0.030 MV/cm. At a drive of $10^{-4}$ MV/cm the exponent is $-298$, and tunnelling is negligible. At 1 T the scale that matters is $v|B|=0.010$ MV/cm, at which the Landau levels collapse; the drive is a hundredth of it.

Interactions are left out. With a rough relative permittivity of 4, the ratio $e^2/(4\pi\epsilon_0\epsilon_r\hbar v)$ is 0.55, which is not small, so the levels above are those of independent electrons with a given gap. The remaining figures are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
TESTS
largest Landau-level error: 4.9e-15 hbar v/l_B
filled-sea slope, E0=-Delta: +0.5000 e/h
filled-sea slope, E0=+Delta: -0.4999 e/h
Berry sigma_xy, valley +1: -0.500000 e^2/h
Berry sigma_xy, valley -1: +0.500000 e^2/h
lattice M=+0.5: halves +0, count +0, Berry +0.00000
lattice M=-0.5: halves -1, count -1, Berry -1.00000
lattice M=-3.0: halves +1, count +1, Berry +1.00000
tunnelling at g=0.6, evolved: 0.3227
tunnelling at g=0.6, formula: 0.3227
EXAMPLE INPUTS (rough)
half-gap: 25.0 meV
speed: 1.00e+06 m/s
field: 1.0 T
temperature of use: 4 K
EXAMPLE RESULTS, Delta > 0, B > 0
hbar v: 0.6582 eV nm
magnetic length: 25.66 nm
Landau energy scale: 36.28 meV
E0 in valley +1: -25.0 meV
E0 in valley -1: +25.0 meV
|E1|: 44.06 meV
|E2|: 57.08 meV
states per level: 2.4180e+10 cm^-2
density n, valley +1, one spin: +1.2090e+10 cm^-2
e^2/h: 38.7405 uS
sigma_xy, valley +1, one spin: -19.3702 uS
valley difference, two spins: -77.481 uS
NEGLECTED EFFECTS
kT at 4 K: 0.345 meV
kT at 300 K: 25.85 meV
density-slope factor at 4 K: 1.0000
Hall-response factor at 4 K: 1.0000
density-slope factor at 300 K: 0.4491
Hall-response factor at 300 K: 0.7516
moire period (rough): 14 nm
moire miniband edge: 0.2591 nm^-1
Hall share beyond that edge: 14.5 %
puddle density (rough): 1.0e+10 cm^-2
Fermi energy in puddle: 27.59 meV
Hall factor in puddle: 0.906
Zeeman shift per spin (g=2): 0.0579 meV
trigonal warping at k=Delta/(hbar v): 0.13 %
tunnelling field scale: 0.0298 MV/cm
driving field: 1.0e-04 MV/cm
tunnelling exponent at drive: 298
relative permittivity (rough): 4.0
Coulomb coupling: 0.547 (no unit)
\end{verbatim}
